# How long must a plasma stay off to discharge a microtrench?

**Question.** During the on-phase of a pulsed electronegative plasma, the insulating floor of a narrow trench charges positively. Directed positive ions reach the floor, while most electrons strike the upper sidewalls. When the power is switched off, the electrons disappear first and leave a plasma of positive and negative ions. Negative ions can then enter the trench and neutralize the floor. How long must the power stay off, and how does this time depend on the capacitance of the floor and the ion flux of the afterglow?

**Answer.** The first estimate is the charge to be removed divided by the current that removes it. Two things modify it: some ions that enter the trench hit the sidewalls, and the ion flux decays while the discharge proceeds. The second effect can make the required time infinite.

## The charge and the current

Let $V$ be the potential of the floor relative to the plasma. The plasma potential is taken as zero, and this value is assumed to hold across the whole trench mouth, an idealization discussed at the end. The substrate beneath the insulator is held at the same zero. For an insulator of thickness $d$ and relative permittivity $\varepsilon_r$, the parallel-plate capacitance per area is

$$C=\frac{\varepsilon_0\varepsilon_r}{d}.$$

Lowering the floor from $V_0$ to $V_f$ removes the charge per area $C\Delta V$, with $\Delta V=V_0-V_f$.

Both ion species are given the same mass $m$, temperature $T$ and density. No bias is applied in the afterglow, and trenches cover a small part of the wafer, so their current does not disturb the plasma. For a Maxwellian of density $n_s$ at the wafer, the one-way flux of each species is

$$\Gamma=n_s\int_0^\infty v\sqrt{\frac{m}{2\pi k_BT}}\,e^{-mv^2/2k_BT}\,dv
=n_s\sqrt{\frac{k_BT}{2\pi m}}=\frac{n_s\bar v}{4},$$

where $\bar v=\sqrt{8k_BT/\pi m}$ is the mean speed. The density at the wafer is lower than the mean density $n$ of the plasma. With the ratio $\eta=n_s/n$ assumed constant,

$$\Gamma=gn,\qquad g=\frac{\eta\bar v}{4}.$$

If a fraction $f(V)$ of the negative ions entering the mouth reaches the floor, which has the same area as the mouth, then

$$C\frac{dV}{dt}=-e f(V)\,g\,n(t).\tag{1}$$

The minus sign says that negative ions lower a positive potential. Positive ions are omitted because they must climb to the floor. With $s$ the entry speed along the trench in units of $\sqrt{k_BT/m}$, the flux is distributed as $s e^{-s^2/2}$. The climb needs $s^2/2>u$, where $u=eV/k_BT$, so the fraction able to make it is

$$\int_{\sqrt{2u}}^\infty s e^{-s^2/2}ds=e^{-u}.$$

Sidewall losses reduce it further. Equation (1) therefore holds while $V$ is several times $k_BT/e$, and fails close to zero.

## How many ions reach the floor?

Take a long trench of width $w$, depth $H$ and aspect ratio $A=H/w$. Ions do not collide inside it, and the walls absorb those that hit them. The sidewall potential is assumed to fall linearly from $V$ at the floor to zero at the mouth, and to keep this shape as the floor discharges. With the whole mouth also at zero, the field inside is uniform, of size $V/H$, and accelerates negative ions towards the floor at $a=eV/(mH)$.

An ion entering with speed $v_y$ along the trench takes a time $\tau$ given by $H=v_y\tau+a\tau^2/2$. The positive root is

$$\tau=\frac{-v_y+\sqrt{v_y^2+2aH}}{a}=\frac{2H}{v_y+\sqrt{v_y^2+2eV/m}}.$$

The second form follows on multiplying above and below by the sum of $v_y$ and the square root. Now compare $w$ with the sideways distance that an ion of transverse speed $\sqrt{k_BT/m}$ covers in this time:

$$b=\frac{w}{\tau\sqrt{k_BT/m}}=\frac{s+\sqrt{s^2+2u}}{2A}.$$

An ion whose transverse speed is $q$ in the same units moves sideways by $|q|w/b$. Averaged over uniformly distributed entry positions, its chance of missing the walls is $1-|q|/b$ for $|q|<b$ and zero otherwise. Averaging over the Gaussian distribution of $q$ gives

$$G(b)=\sqrt{\frac2\pi}\int_0^b\left(1-\frac qb\right)e^{-q^2/2}dq
=\operatorname{erf}\frac{b}{\sqrt2}-\sqrt{\frac2\pi}\,\frac{1-e^{-b^2/2}}{b},$$

and the average over entry speed is

$$f=\int_0^\infty s e^{-s^2/2}\,G(b)\,ds.\tag{2}$$

Two limits show what the field does. Without a field, $b=s/A$. Since $se^{-s^2/2}$ is the derivative of $-e^{-s^2/2}$, and $dG/db=\sqrt{2/\pi}\,(1-e^{-b^2/2})/b^2$, integration by parts gives

$$f(0)=A\sqrt{\frac2\pi}\int_0^\infty\frac{e^{-s^2/2}-e^{-(1+1/A^2)s^2/2}}{s^2}\,ds.$$

The boundary terms vanish because $G(0)=0$ and the exponential vanishes at infinity. The remaining integral has the form

$$\int_0^\infty\frac{e^{-\alpha s^2}-e^{-\beta s^2}}{s^2}ds=\sqrt\pi\left(\sqrt\beta-\sqrt\alpha\right),$$

as follows from differentiating with respect to $\beta$, using the Gaussian integral, and integrating back from $\beta=\alpha$. With $\alpha=1/2$ and $\beta=(1+1/A^2)/2$,

$$f(0)=\sqrt{1+A^2}-A.$$

This is the geometric shadowing of a thermal flux.

In a strong field, with both $u\gg1$ and $\sqrt{u/2}\gg A$, the entry speed hardly matters and $b\approx\sqrt{u/2}/A$ is large. Then $G\approx1-\sqrt{2/\pi}/b$, so

$$f\approx1-\frac{2A}{\sqrt{\pi u}}.$$

The field pulls ions down before they can drift into a wall.

Because $f$ changes during the discharge, it needs the right average. Dividing (1) by $f(V)$ and integrating over time separates the voltage from the density:

$$C\int_{V_f}^{V_0}\frac{dV}{f(V)}=eg\int_0^t n\,dt'.$$

Define the effective fraction $\bar f$ by $\Delta V/\bar f=\int_{V_f}^{V_0}dV/f(V)$. Then

$$C\Delta V=e\bar f g\int_0^t n\,dt'.\tag{3}$$

If the density stayed at its initial value $n_0$, this would give the simple estimate

$$t_{\rm simple}=\frac{C\Delta V}{e\bar f\Gamma_0},\qquad \Gamma_0=gn_0.\tag{4}$$

## The ions run out

Ions are lost by mutual recombination, with coefficient $k$, and at the two walls of a plasma gap of width $L$. The number per wall area is $nL$, and the two walls together remove $2gn$ per unit time, so the wall-loss rate is $\nu=2g/L$. Replacing the mean of the squared density by the square of the mean, which somewhat understates recombination in a non-uniform plasma,

$$\frac{dn}{dt}=-kn^2-\nu n.$$

For $y=1/n$ this becomes the linear equation $dy/dt=k+\nu y$, whose solution is $y=(1/n_0+k/\nu)e^{\nu t}-k/\nu$. Hence

$$n=\frac{n_0e^{-\nu t}}{1+(kn_0/\nu)(1-e^{-\nu t})}.$$

The numerator is $1/k$ times the time derivative of the denominator, so

$$\int_0^t n\,dt'=\frac1k\ln\left[1+\frac{kn_0}{\nu}\left(1-e^{-\nu t}\right)\right].\tag{5}$$

Insert (5) in (3) and define

$$X=\frac{kC\Delta V}{e\bar f g},\qquad n_{\min}=\frac{\nu}{k}\left(e^X-1\right).$$

The logarithm must equal $X$, which means $1-e^{-\nu t}=n_{\min}/n_0$. Let $t_e$ be the delay before the electrons have gone, with $V_0$ and $n_0$ referring to the end of that delay. The pulse-off time is then

$$t_{\rm off}=t_e+\frac1\nu\ln\frac{1}{1-n_{\min}/n_0},\qquad n_0>n_{\min}.\tag{6}$$

If $n_0\le n_{\min}$, the target is not reached in any finite time, because too few negative ions reach the floor before recombination and wall losses exhaust the plasma.

For $X\ll1$, $n_{\min}\approx\nu X/k$. If also $n_{\min}\ll n_0$, the logarithm is approximately $n_{\min}/n_0$, and the ion phase lasts $X/(kn_0)$. This is the simple estimate (4).

The opposite question is what happens without recombination. As $k\to0$,

$$n_{\min}\to\frac{\nu C\Delta V}{e\bar f g}=\frac{2C\Delta V}{e\bar f L}.$$

This is a count of ions: half of the column $n_0L$ goes to each wall, and a fraction $\bar f$ of those entering the trench is useful. Recombination multiplies this minimum by $(e^X-1)/X$.

## A trench with round parameters

Consider a trench 2 µm wide and 4 µm deep, so $A=2$, above 1 µm of insulator with $\varepsilon_r=3.9$. The floor is to go from 5 V to 1 V. The ions have mass 35 u and $k_BT=0.05$ eV. The plasma has $n_0=10^{17}$ m$^{-3}$, $\eta=0.3$, $k=5\times10^{-14}$ m$^3$/s and $L=0.10$ m. The electron delay is 20 µs. These are model inputs.

The capacitance is $3.45\times10^{-5}$ F/m$^2$, and the charge to remove is

$$C\Delta V=(3.45\times10^{-5})(4)=1.38\times10^{-4}\ \text{C/m}^2.$$

The mean thermal speed is 592 m/s, so $g=0.3\times592/4=44.4$ m/s. The initial flux is $4.44\times10^{18}$ m$^{-2}$s$^{-1}$, a current density of 0.712 A/m$^2$ for each species.

Numerical quadrature of (2) gives $f=0.793$ at 5 V and 0.595 at 1 V, compared with 0.236 without a field. At 5 V, where $u=100$, the strong-field formula gives $1-4/\sqrt{100\pi}=0.77$. It is slightly low mainly because it neglects the entry speed, which shortens the flight. Averaging as in (3), again by quadrature, gives $\bar f=0.722$. The simple estimate is therefore

$$t_{\rm simple}=\frac{1.38\times10^{-4}}{0.722\times0.712}=0.27\ \text{ms}.$$

For the depletion, $\nu=2\times44.4/0.10=889$ s$^{-1}$, while recombination starts at $kn_0=5000$ s$^{-1}$ and is initially the faster loss. The exponent is

$$X=\frac{(5\times10^{-14})(1.38\times10^{-4})}{(1.60\times10^{-19})(0.722)(44.4)}=1.34,$$

which gives $n_{\min}=5.0\times10^{16}$ m$^{-3}$, or $5.0\times10^{10}$ cm$^{-3}$. The initial density is about twice this threshold. From (6), the ion phase lasts

$$\frac{1}{889\ \text{s}^{-1}}\ln\frac{1}{1-0.503}=0.79\ \text{ms}.$$

With the electron delay, the pulse-off time is about 0.81 ms, or 810 µs. The ion phase is 2.9 times as long as the simple estimate. By its end the density has fallen to $n_0e^{-\nu t}/e^X=0.497n_0/3.83$, or 13% of its initial value, so the last part of the charge is removed by a weak current.

## How it scales, and when waiting fails

The simple estimate is proportional to capacitance and inversely proportional to flux. Near the threshold the response is steeper. Doubling the initial density shortens the total off-time from 0.81 to 0.35 ms, more than a factor of two. Raising $C$ by 10% makes $X=1.48$ and $n_{\min}=6.0\times10^{16}$ m$^{-3}$, and the ion phase becomes $\ln[1/(1-0.60)]/889$ s, or about 1.0 ms. A small error in capacitance thus becomes a larger error in time.

Thinning the insulator to 0.1 µm at the same voltages would multiply $C$ and $X$ by ten. Then $n_{\min}$ would be about $10^{22}$ m$^{-3}$, some $10^5$ times the density chosen here. A single afterglow of this model cannot supply that discharge.

The reason is visible in (5). As $t\to\infty$, the largest removable charge per area is

$$Q_{\max}=\frac{e\bar f g}{k}\ln\left(1+\frac{kn_0}{\nu}\right).$$

When $kn_0\gg\nu$, it grows only logarithmically with density, because a denser plasma also recombines faster. For the chosen plasma, $Q_{\max}/(\bar fC)$ is about 7.8 V: this is the voltage drop that would follow if every entering ion reached the floor.

Numerical integration of (1) together with the density equation shows what an unlimited afterglow leaves. A floor starting at 10 V stops at 3.6 V, however long the power stays off. Starting at 5 V, the integration ends at −0.02 V. This small negative value is an artefact of omitting positive ions. For equal ion species their current balances that of the negative ions at $V=0$, so the floor would not cross zero. The result supports a discharge down to several times $k_BT/e$, here a few tenths of a volt, but not a more precise residue.

The field in the trench also decides whether the target can be reached. If the ions travelled in straight lines, $f$ would be 0.236 throughout, and a floor at 5 V would fall by $0.236\times7.8=1.8$ V, to 3.2 V. The 1 V target would be out of reach. The sidewall potential is therefore a leading uncertainty: a field confined near the floor would guide entering ions over a shorter part of their path. Negative charge left by electrons on the upper sidewalls would also repel negative ions at the mouth until positive ions neutralized it.

The open mouth acts in the other direction. Nothing there holds the potential at zero, so some of the field leaks out. Take the sidewall potential assumed here, with the top surface of the wafer and the plasma a few micrometres above it at zero. Laplace's equation then gives about 0.5 V in the middle of the mouth when the floor is at 5 V, which is ten times $k_BT/e$. The leaking field draws in negative ions from beside the trench, so more than the thermal flux enters. Tracing ions through this field roughly doubles the floor current at 5 V and shortens the ion phase to about a quarter of a millisecond.

Space charge in the trench is a smaller concern. Its potential scale, $en_0H^2/(2\varepsilon_0)$, is 14.5 mV, or about 1.5% of the target voltage. The parallel-plate capacitance is less secure, because the insulator is half as thick as the trench is wide. Fringing fields would raise $C$ and lengthen the discharge. So would the field $V/H$ above the floor, which also starts on the floor's charge: it adds $\varepsilon_0/H$, about 6% of $C$, and is neglected here. If the trench walls have the same permittivity as the insulator and carry the linear potential assumed above, Laplace's equation puts about 30% more charge on the floor than the parallel-plate formula, both effects included. The two sidewalls then hold a further charge somewhat larger than the parallel-plate floor charge. That charge must also be removed if the wall potential is to follow the floor, and the model does not check that enough ions reach the walls to do so. With uncharged walls the floor charge would be nearly twice the parallel-plate value. Such corrections matter because the initial density is only twice the threshold. By (6), with the mouth held at zero potential, a capacitance 30% higher would lengthen the ion phase to about 2.1 ms, and one 50% higher would put the 1 V target out of reach. The off-time of 0.81 ms thus belongs to the idealized model: a parallel-plate capacitance, sidewalls that help to guide the ions, a mouth at zero potential that admits only the thermal flux, and a constant $\eta$. A real trench of this shape may discharge faster if the field leaks out of the mouth as estimated above: about three times faster with the parallel-plate capacitance, but only about twice as fast, in roughly 0.4 ms, with the capacitance 30% higher. It may also need much longer, or fail to reach the target in one afterglow, if the sidewalls guide the ions poorly or the capacitance is much larger.

All numerical values are calculated from the stated model.
